# Zincblende Luttinger Parameters from Heavy-Hole and Light-Hole Curvatures: test program

```python
# RESULT UNDER TEST: at a zincblende Gamma8 valence maximum, without odd-k terms,
#   gamma1 = (w_hh + w_lh)/2          (same value on 001 and 111)
#   gamma2 = (w_lh - w_hh)/4 on 001,  gamma3 = (w_lh - w_hh)/4 on 111,
# where w = m0/m* = -2 E/(g k^2), g = hbar^2/m0, E is measured from Gamma8,
# and heavy (hh) / light (lh) mean |J.n| = 3/2 / 1/2 along the axis n.
# The bands come from an sp3 tight-binding crystal with spin-orbit coupling.
# Further tests: six-band p-orbital model (split-off gap delta) and a linear-k
# term of strength C in the four-band model. Energies in eV, lengths in angstrom.
import numpy as np
from scipy import constants as sc

g = sc.hbar**2 / sc.m_e / sc.e * 1e20          # eV angstrom^2
a = 5.6                                        # cubic lattice constant
Esa, Epa, Esc, Epc = -8.0, 1.0, -3.0, 4.0      # on-site energies, anion / cation
Vss, Vxx, Vxy, Vsapc, Vpasc = -6.5, 2.0, 5.0, 4.5, 6.0
SO_A, SO_C = 0.4, 0.2                          # atomic p-shell splittings

signs = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]], float)
bonds = signs * a / 4
sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
Lp = np.zeros((3, 3, 3), complex)              # orbital L on (px, py, pz)
for i, j, l in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    Lp[i, j, l], Lp[i, l, j] = -1j, 1j
LS = sum(np.kron(Lp[i], sigma[i]) for i in range(3))


def bond_block(s):
    B = np.zeros((4, 4))
    B[0, 0] = Vss
    B[0, 1:] = Vsapc * s
    B[1:, 0] = -Vpasc * s
    B[1:, 1:] = Vxy * np.outer(s, s)
    B[1:, 1:][np.diag_indices(3)] = Vxx
    return B


blocks = np.array([bond_block(s) for s in signs]) / 4


def hopping(weights):
    off = np.einsum('b,bij->ij', weights, blocks)
    H = np.zeros((8, 8), complex)
    H[:4, 4:] = off
    H[4:, :4] = off.conj().T
    return np.kron(H, np.eye(2))


def onsite(scale):
    H = np.kron(np.diag([Esa, Epa, Epa, Epa, Esc, Epc, Epc, Epc]),
                np.eye(2)).astype(complex)
    H[2:8, 2:8] += scale * SO_A / 3 * LS
    H[10:16, 10:16] += scale * SO_C / 3 * LS
    return H


def crystal(k, scale=1.0):
    return onsite(scale) + hopping(np.exp(1j * bonds @ k))


Jfull = []
for i in range(3):
    Lall = np.zeros((8, 8), complex)
    Lall[1:4, 1:4] = Lp[i]
    Lall[5:8, 5:8] = Lp[i]
    Jfull.append(np.kron(Lall, np.eye(2)) + np.kron(np.eye(8), sigma[i] / 2))
Jfull = np.array(Jfull)


def unit(v):
    return np.array(v, float) / np.linalg.norm(v)


n001, n111 = unit([0, 0, 1]), unit([1, 1, 1])
E0, U0 = np.linalg.eigh(crystal(np.zeros(3)))
top = E0[4:8].mean()
delta = top - E0[2:4].mean()
gap = E0[8] - top
assert np.ptp(E0[4:8]) < 1e-11 and delta > 0 and gap > 0


def secant(n, k):
    """w and <(J.n)^2> for upper and lower Kramers-averaged band pairs."""
    E, U = np.linalg.eigh(crystal(k * n))
    Jn = np.einsum('i,ijk->jk', n, Jfull)
    w, character = [], []
    for pair in (slice(6, 8), slice(4, 6)):
        w.append(-2 * (E[pair].mean() - top) / (g * k * k))
        character.append(np.linalg.norm(Jn @ U[:, pair])**2 / 2)
    return np.array(w), np.array(character)


def curvature(n, h=0.002):
    return (4 * secant(n, h)[0] - secant(n, 2 * h)[0]) / 3


def hh_lh(n, k=None):
    """Heavy and light inverse masses, labelled by character."""
    w = curvature(n) if k is None else secant(n, k)[0]
    c = secant(n, 0.002 if k is None else k)[1]
    order = np.argsort(-c)
    assert c[order[0]] > 2.0 and c[order[1]] < 0.5
    return w[order], c[order]


def luttinger_from(w001, w111):
    return np.array([(w001.sum() + w111.sum()) / 4,
                     (w001[1] - w001[0]) / 4, (w111[1] - w111[0]) / 4])


w001, c001 = hh_lh(n001)
w111, c111 = hh_lh(n111)
gam = luttinger_from(w001, w111)
g1, g2, g3 = gam
closure = w001.sum() - w111.sum()
assert abs(closure) < 2e-5

# Full effective matrix by degenerate perturbation theory, no band fitting
P, Q = U0[:, 4:8], np.delete(U0, range(4, 8), axis=1)
EQ = np.delete(E0, range(4, 8))
J = np.array([P.conj().T @ M @ P for M in Jfull])
assert np.allclose(J[0] @ J[1] - J[1] @ J[0], 1j * J[2], atol=1e-10)
assert np.allclose(sum(M @ M for M in J), 15 / 4 * np.eye(4), atol=1e-10)


def perturbation_matrix(k):
    phase = bonds @ k
    H1, H2 = hopping(1j * phase), hopping(-phase**2 / 2)
    X = Q.conj().T @ H1 @ P
    first = P.conj().T @ H1 @ P
    return first, P.conj().T @ H2 @ P + X.conj().T @ (X / (top - EQ)[:, None])


def anti(A, B):
    return (A @ B + B @ A) / 2


def luttinger_matrix(k, p):
    H = -p[0] * (k @ k) / 2 * np.eye(4, dtype=complex)
    for i in range(3):
        j = (i + 1) % 3
        H += p[1] * k[i]**2 * (J[i] @ J[i] - 5 / 4 * np.eye(4))
        H += 2 * p[2] * k[i] * k[j] * anti(J[i], J[j])
    return g * H


matrix_error, linear_size, wrong_sign = 0.0, 0.0, 0.0
for v in np.random.default_rng(4).normal(size=(8, 3)):
    n = unit(v)
    first, second = perturbation_matrix(n)
    linear_size = max(linear_size, np.abs(first).max())
    matrix_error = max(matrix_error,
                       np.abs(second - luttinger_matrix(n, gam)).max() / g)
    wrong = luttinger_matrix(n, gam * np.array([1, -1, -1]))
    wrong_sign = max(wrong_sign, np.abs(second - wrong).max() / g)
assert linear_size < 1e-10 and matrix_error < 2e-5 and wrong_sign > 0.1

# Directions not used in the extraction
predictions = []
for label, v in (("110", [1, 1, 0]), ("123", [1, 2, 3])):
    n = unit(v)
    q = n**2
    root = np.sqrt(g2**2 + 3 * (g3**2 - g2**2)
                   * (q[0] * q[1] + q[1] * q[2] + q[2] * q[0]))
    formula = np.array([g1 - 2 * root, g1 + 2 * root])
    direct = curvature(n)
    assert np.allclose(formula, direct, atol=3e-5)
    predictions.append((label, formula, direct))

# Finite windows; least squares must agree with the explicit inversion
design = np.array([[1, -2, 0], [1, 2, 0], [1, 0, -2], [1, 0, 2]], float)
windows = []
for k in (0.01, 0.03, 0.05):
    x, y = hh_lh(n001, k)[0], hh_lh(n111, k)[0]
    p = luttinger_from(x, y)
    fit = np.linalg.lstsq(design, np.concatenate([x, y]), rcond=None)[0]
    assert np.allclose(p, fit, atol=1e-10)
    windows.append((k, p, x.sum() - y.sum()))


# Six-band p-orbital model
def six_band(k):
    L, M, N = -(g1 + 4 * g2) / 2, -(g1 - 2 * g2) / 2, -3 * g3
    H = N * np.outer(k, k)
    H[np.diag_indices(3)] = L * k**2 + M * (k @ k - k**2)
    return np.kron(g * H, np.eye(2)) + delta / 3 * (LS - np.eye(6))


for n, gamma in ((n001, g2), (n111, g3)):
    for k in (0.01, 0.1, 0.5):
        t = g * gamma * k * k
        base = -g * g1 * k * k / 2
        root = np.sqrt((delta - t)**2 + 8 * t * t) / 2
        levels = [base + t, base - (t + delta) / 2 + root,
                  base - (t + delta) / 2 - root]
        assert np.allclose(np.linalg.eigvalsh(six_band(k * n)),
                           np.sort(np.repeat(levels, 2)), atol=1e-10)


def six_sum(n, k):
    return -np.linalg.eigvalsh(six_band(k * n))[2:].sum() / (g * k * k)


k6 = 0.005
six_closure = six_sum(n001, k6) - six_sum(n111, k6)
six_formula = 4 * (g3**2 - g2**2) * g * k6**2 / delta
assert abs(six_closure / six_formula - 1) < 0.02   # next order in k^2 omitted
k_so = np.sqrt(delta / (g * max(abs(g2), abs(g3))))


# Same crystal without spin-orbit coupling: singlet and doublet
def spinless(n, h=0.002):
    ref = np.linalg.eigvalsh(crystal(np.zeros(3), 0))[2:8].mean()

    def sec(k):
        E = np.linalg.eigvalsh(crystal(k * n, 0)) - ref
        return -2 * np.array([E[2:4].mean(), E[4:8].mean()]) / (g * k * k)
    return (4 * sec(h) - sec(2 * h)) / 3


s001, s111 = spinless(n001), spinless(n111)
assert abs(s001 @ [1, 2] - s111 @ [1, 2]) < 2e-5
converted = np.array([s001 @ [1, 2] / 3, (s001[0] - s001[1]) / 6,
                      (s111[0] - s111[1]) / 6])
naive = np.array([s001.sum() / 2, (s001[0] - s001[1]) / 4,
                  (s111[0] - s111[1]) / 4])

# Linear-k term in the four-band model
C = 0.01


def four_band(k):
    T = sum(k[i] * anti(J[i], J[(i + 1) % 3] @ J[(i + 1) % 3]
                        - J[(i + 2) % 3] @ J[(i + 2) % 3]) for i in range(3))
    return luttinger_matrix(k, gam) + 2 * C / np.sqrt(3) * T


def half_split(k):
    E = np.linalg.eigvalsh(four_band(k * n001))
    return (E[2:].mean() - E[:2].mean()) / 2


for k in (0.0005, 0.002, 0.01):
    base = -g * g1 * k * k / 2
    r = np.sqrt((g * g2 * k * k)**2 + (C * k)**2)
    assert np.allclose(np.linalg.eigvalsh(four_band(k * n001)),
                       [base - r, base - r, base + r, base + r], atol=1e-12)
    t, d = g * g3 * k * k, np.sqrt(2) * C * k
    assert np.allclose(np.linalg.eigvalsh(four_band(k * n111)),
                       np.sort([base - t, base - t, base + t - d, base + t + d]),
                       atol=1e-12)
h = 1e-7
branch = [np.linalg.eigvalsh(four_band(m * h * n001))[2:].mean() for m in (1, 2, 3)]
w_zero = -(branch[0] - 2 * branch[1] + branch[2]) / (g * h * h)
assert abs(w_zero - g1) < 0.01                    # finite h leaves a small k^3 term
ka, kb = 0.002, 0.004
slope = ((half_split(kb) / kb)**2 - (half_split(ka) / ka)**2) / (kb**2 - ka**2)
g2_recovered = np.sqrt(slope) / g
assert abs(g2_recovered - abs(g2)) < 1e-7
Ea = np.linalg.eigvalsh(four_band(ka * n001))
w_apparent = -2 * np.array([Ea[2:].mean(), Ea[:2].mean()]) / (g * ka * ka)

print(f"hbar^2/m0 = {g:.5f} eV angstrom^2")
print(f"lattice constant = {a:.2f} angstrom")
print(f"on-site Esa, Epa, Esc, Epc = {Esa}, {Epa}, {Esc}, {Epc} eV")
print(f"couplings Vss, Vxx, Vxy = {Vss}, {Vxx}, {Vxy} eV")
print(f"couplings Vsapc, Vpasc = {Vsapc}, {Vpasc} eV")
print(f"atomic spin-orbit splittings anion, cation = {SO_A}, {SO_C} eV")
print(f"gap at Gamma = {gap:.5f} eV")
print(f"split-off gap delta = {delta:.5f} eV")
for label, w, c in (("001", w001, c001), ("111", w111, c111)):
    print(f"{label} w_hh, w_lh = {w[0]:.5f}, {w[1]:.5f} (dimensionless)")
    print(f"{label} m_hh, m_lh = {1/w[0]:.5f}, {1/w[1]:.5f} m0")
    print(f"{label} <(J.n)^2> hh, lh = {c[0]:.4f}, {c[1]:.4f} (dimensionless)")
print(f"gamma1, gamma2, gamma3 = {g1:.5f}, {g2:.5f}, {g3:.5f} (dimensionless)")
print(f"closure w-sum 001 minus 111 = {closure:.1e} (dimensionless)")
print(f"largest 4x4 matrix error = {matrix_error:.1e} (units of g)")
print(f"matrix error with gamma2, gamma3 signs reversed = {wrong_sign:.3f} (units of g)")
print(f"largest linear-k element in crystal = {linear_size:.1e} eV angstrom")
for label, f, d in predictions:
    print(f"{label} predicted w_hh, w_lh = {f[0]:.5f}, {f[1]:.5f} (dimensionless)")
    print(f"{label} direct    w_hh, w_lh = {d[0]:.5f}, {d[1]:.5f} (dimensionless)")
for k, p, r in windows:
    print(f"window k = {k:.2f} 1/angstrom: gammas = {p[0]:.4f}, {p[1]:.4f}, "
          f"{p[2]:.4f}; closure = {r:.4f} (dimensionless)")
print(f"k where max(gamma2,gamma3) g k^2 = delta: {k_so:.4f} 1/angstrom")
print(f"six-band closure at k = {k6} 1/angstrom: direct {six_closure:.6f}, "
      f"leading formula {six_formula:.6f} (dimensionless)")
print(f"no spin-orbit 001 w singlet, doublet = {s001[0]:.5f}, {s001[1]:.5f} (dimensionless)")
print(f"no spin-orbit 111 w singlet, doublet = {s111[0]:.5f}, {s111[1]:.5f} (dimensionless)")
print("no spin-orbit, correct conversion gammas = "
      + ", ".join(f"{x:.5f}" for x in converted) + " (dimensionless)")
print("no spin-orbit, singlet misread as lh: gamma1(001), gamma2, gamma3 = "
      + ", ".join(f"{x:.5f}" for x in naive) + " (dimensionless)")
print(f"chosen linear coefficient C = {C} eV angstrom")
print(f"crossover k = C/(g gamma2) = {C/(g*abs(g2)):.6f} 1/angstrom")
print(f"001 upper-branch curvature w at k -> 0 with C = {w_zero:.4f} (dimensionless)")
print(f"001 apparent w upper, lower at k = {ka} 1/angstrom with C = "
      f"{w_apparent[0]:.4f}, {w_apparent[1]:.4f} (dimensionless)")
print(f"gamma2 recovered from k = {ka}, {kb} 1/angstrom = {g2_recovered:.5f} (dimensionless)")
print("ALL CHECKS PASSED")
```

It prints:

```
hbar^2/m0 = 7.61996 eV angstrom^2
lattice constant = 5.60 angstrom
on-site Esa, Epa, Esc, Epc = -8.0, 1.0, -3.0, 4.0 eV
couplings Vss, Vxx, Vxy = -6.5, 2.0, 5.0 eV
couplings Vsapc, Vpasc = 4.5, 6.0 eV
atomic spin-orbit splittings anion, cation = 0.4, 0.2 eV
gap at Gamma = 1.34434 eV
split-off gap delta = 0.36042 eV
001 w_hh, w_lh = 2.25921, 8.29542 (dimensionless)
001 m_hh, m_lh = 0.44263, 0.12055 m0
001 <(J.n)^2> hh, lh = 2.2500, 0.2500 (dimensionless)
111 w_hh, w_lh = 1.14083, 9.41381 (dimensionless)
111 m_hh, m_lh = 0.87656, 0.10623 m0
111 <(J.n)^2> hh, lh = 2.2500, 0.2500 (dimensionless)
gamma1, gamma2, gamma3 = 5.27732, 1.50905, 2.06825 (dimensionless)
closure w-sum 001 minus 111 = 1.8e-07 (dimensionless)
largest 4x4 matrix error = 4.5e-07 (units of g)
matrix error with gamma2, gamma3 signs reversed = 3.327 (units of g)
largest linear-k element in crystal = 3.6e-15 eV angstrom
110 predicted w_hh, w_lh = 1.39014, 9.16450 (dimensionless)
110 direct    w_hh, w_lh = 1.39014, 9.16450 (dimensionless)
123 predicted w_hh, w_lh = 1.39014, 9.16450 (dimensionless)
123 direct    w_hh, w_lh = 1.39014, 9.16450 (dimensionless)
window k = 0.01 1/angstrom: gammas = 5.2546, 1.5003, 2.0547; closure = 0.0183 (dimensionless)
window k = 0.03 1/angstrom: gammas = 5.0785, 1.4324, 1.9495; closure = 0.1623 (dimensionless)
window k = 0.05 1/angstrom: gammas = 4.7521, 1.3081, 1.7533; closure = 0.4385 (dimensionless)
k where max(gamma2,gamma3) g k^2 = delta: 0.1512 1/angstrom
six-band closure at k = 0.005 1/angstrom: direct 0.004235, leading formula 0.004229 (dimensionless)
no spin-orbit 001 w singlet, doublet = 10.38319, 2.16064 (dimensionless)
no spin-orbit 111 w singlet, doublet = 12.44094, 1.13176 (dimensionless)
no spin-orbit, correct conversion gammas = 4.90149, 1.37043, 1.88486 (dimensionless)
no spin-orbit, singlet misread as lh: gamma1(001), gamma2, gamma3 = 6.27192, 2.05564, 2.82730 (dimensionless)
chosen linear coefficient C = 0.01 eV angstrom
crossover k = C/(g gamma2) = 0.000870 1/angstrom
001 upper-branch curvature w at k -> 0 with C = 5.2763 (dimensionless)
001 apparent w upper, lower at k = 0.002 1/angstrom with C = 1.9862, 8.5684 (dimensionless)
gamma2 recovered from k = 0.002, 0.004 1/angstrom = 1.50905 (dimensionless)
ALL CHECKS PASSED
```
